# Plasmon dispersion of the electron gas through fourth order in wave number

## What symmetry and dimensions allow

Consider a uniform, unpolarized electron gas at zero temperature, with a rigid neutralizing background. Its density is $n$, its Fermi velocity is $v_F$, and its plasma frequency is $\omega_p$. We seek the frequency $\omega$ of a free density wave of small wave number $q$ in the random-phase approximation (RPA), where each electron responds independently to the average electrostatic potential.

We assume that $\omega^2$ has a Taylor expansion in the components of $\mathbf q$, which the derivations below confirm to the order needed. The gas is isotropic, so this expansion contains only even powers of $q$. Each term is built from $v_F$, from $\hbar/m$, which sets the recoil, and from $\omega_p$:

$$v_F^{\,a}\left(\frac{\hbar}{m}\right)^{b}\omega_p^{\,c}\,q^{\,d},\qquad a+2b=d,\qquad a+b+c=2 .$$

The two conditions make the term a frequency squared. The integers $a$ and $b$ are not negative, because velocities and recoil enter through expansions about zero.

One more symmetry is needed. A wave of wave number $q$ joins states of velocities $\mathbf v\mp\hbar\mathbf q/2m$, and the response is governed by the difference of their occupations divided by $\hbar$. This quotient is even in $\hbar$ at a fixed velocity distribution, so $b$ is even. For $d=0$ there remains $\omega_p^2$, with coefficient 1 because $\omega_p$ is the frequency of the wave in the limit $q\to0$. For $d=2$ there remains $v_F^2q^2$. For $d=4$ there remain $v_F^4q^4/\omega_p^2$ and $\hbar^2q^4/m^2$. Hence

$$\omega^2=\omega_p^2+\alpha v_F^2q^2+\left(\beta\frac{\hbar^2}{m^2}+\gamma\frac{v_F^4}{\omega_p^2}\right)q^4+O(q^6).$$

Two derivations now give $\alpha=3/5$, $\beta=1/4$ and $\gamma=12/175$. From here on $\hbar=m=e=1$ in Hartree atomic units, so that $v_F=k_F$, $n=k_F^3/3\pi^2$ and $\omega_p^2=4\pi n$.

## First derivation: expanding the Lindhard function

### The response of independent electrons

Let the potential energy of an electron be $V e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ plus its complex conjugate, switched on slowly. To first order, a plane wave $\mathbf k$ of energy $\varepsilon_k=k^2/2$ becomes

$$\psi_{\mathbf k}\propto e^{i\mathbf k\cdot\mathbf r-i\varepsilon_kt}\left[1+C e^{i(\mathbf q\cdot\mathbf r-\omega t)}+C' e^{-i(\mathbf q\cdot\mathbf r-\omega t)}\right].$$

Inserting this in the Schrödinger equation and comparing equal exponentials gives

$$C=\frac{V}{\omega-(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})},\qquad
C'=-\frac{V^*}{\omega+(\varepsilon_{\mathbf k-\mathbf q}-\varepsilon_{\mathbf k})}.$$

In $|\psi_{\mathbf k}|^2$ the coefficient of $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ is $C+C'^*$. We sum it over the occupied states, with a factor 2 for spin. In the second term we replace $\mathbf k$ by $-\mathbf k$, which leaves the Fermi sphere unchanged. Both terms then contain the same energy

$$\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf k\cdot\mathbf q+\frac{q^2}{2}.$$

The density amplitude is $n_q=\chi_0V$, where $\chi_0$ is the Lindhard function:

$$\chi_0(q,\omega)=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]
=2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\frac{2\Delta}{\omega^2-\Delta^2}.$$

Here $f_{\mathbf k}$ is 1 inside the Fermi sphere and 0 outside. In a free oscillation the potential comes from the density wave itself. Poisson's equation gives $V=(4\pi/q^2)n_q$, so a nonzero wave requires

$$1=\frac{4\pi}{q^2}\chi_0(q,\omega).$$

### Where the expansion is allowed

For an occupied $\mathbf k$, the largest value of $|\Delta|$ is $v_Fq+q^2/2$. This is also the upper edge of the electron–hole continuum, for $\mathbf k$ parallel to $\mathbf q$ on the Fermi surface. If $\omega$ lies above it, the geometric series

$$\frac{2\Delta}{\omega^2-\Delta^2}=\frac{2}{\omega^2}\left(\Delta+\frac{\Delta^3}{\omega^2}+\frac{\Delta^5}{\omega^4}+\cdots\right)$$

converges for every occupied state. As $q\to0$ the edge goes to zero while the plasmon frequency stays near $\omega_p$, so the condition holds for small enough $q$.

There is at most one root above the edge. The map $\mathbf k\to-\mathbf k-\mathbf q$ reverses the sign of $\Delta$ and preserves $f_{\mathbf k}f_{\mathbf k+\mathbf q}$, so contributions with both states occupied cancel. The remaining transitions go from inside the sphere to outside it and have $\Delta>0$. Each contributes a positive amount that falls as $\omega$ rises, so $\chi_0$ can take the required value at most once.

### Averages over the Fermi sphere

Take $z$ along $\mathbf q$ and let angle brackets denote the average over the occupied sphere. Then $2\int d^3k\,f_{\mathbf k}X/(2\pi)^3=n\langle X\rangle$. The radial averages are $\langle k^2\rangle=3k_F^2/5$ and $\langle k^4\rangle=3k_F^4/7$. The angular averages of $\cos^2\theta$ and $\cos^4\theta$ are $1/3$ and $1/5$. Therefore

$$\langle k_z^2\rangle=\frac{k_F^2}{5},\qquad \langle k_z^4\rangle=\frac{3k_F^4}{35},$$

and odd powers of $k_z$ average to zero. With $\Delta=qk_z+q^2/2$, the binomial theorem gives

$$\langle\Delta\rangle=\frac{q^2}{2},$$

$$\langle\Delta^3\rangle=3q^2\langle k_z^2\rangle\frac{q^2}{2}+\frac{q^6}{8}
=\frac{3}{10}k_F^2q^4+\frac{q^6}{8},$$

$$\langle\Delta^5\rangle=5q^4\langle k_z^4\rangle\frac{q^2}{2}+O(q^8)
=\frac{3}{14}k_F^4q^6+O(q^8).$$

The leading term of $\langle\Delta^7\rangle$ contains six factors $qk_z$ and one factor $q^2/2$, so it is of order $q^8$. Multiplying the averages by $2n/\omega^2$ and the appropriate inverse powers of $\omega^2$, we obtain at fixed $\omega$

$$\chi_0=\frac{nq^2}{\omega^2}\left[1+\frac{3v_F^2q^2}{5\omega^2}+\frac{q^4}{4\omega^2}+\frac{3v_F^4q^4}{7\omega^4}\right]+O(q^8).$$

### Solving for the frequency

The plasmon condition, multiplied by $\omega^2$, becomes

$$\omega^2=\omega_p^2\left[1+\frac{3v_F^2q^2}{5\omega^2}+\frac{q^4}{4\omega^2}+\frac{3v_F^4q^4}{7\omega^4}\right]+O(q^6).$$

Now $\omega$ is no longer free. Write $\omega^2=\omega_p^2+Aq^2+Bq^4+O(q^6)$. At order $q^2$ we may put $\omega=\omega_p$ on the right, which gives $A=3v_F^2/5$. At the next order the shift of the denominator matters:

$$\frac1{\omega^2}=\frac1{\omega_p^2}-\frac{Aq^2}{\omega_p^4}+O(q^4).$$

The quadratic term in the bracket thus supplies $-(3v_F^2/5)A/\omega_p^2=-9v_F^4/(25\omega_p^2)$ to $B$. Collecting the three contributions,

$$B=\frac14+\left(\frac37-\frac9{25}\right)\frac{v_F^4}{\omega_p^2}
=\frac14+\frac{12}{175}\frac{v_F^4}{\omega_p^2},$$

because $3/7-9/25=(75-63)/175$. The result is

$$\boxed{\omega^2=\omega_p^2+\frac35v_F^2q^2+\left[\frac14+\frac{12}{175}\frac{v_F^4}{\omega_p^2}\right]q^4+O(q^6)}$$

The quadratic formula used for comparison below is this series cut after its second term.

## Second derivation: density, current and momentum flux

This route does not calculate $\chi_0$. It follows moments of the disturbed momentum distribution.

The one-particle density matrix obeys $i\,\partial_t\rho=[h,\rho]$, where $h$ is the kinetic energy plus the average potential. Let $g(\mathbf k)e^{-i\omega t}$ be the first-order matrix element of $\rho$ between $\mathbf k+\mathbf q/2$ and $\mathbf k-\mathbf q/2$. The kinetic energies of these states differ by $\mathbf k\cdot\mathbf q$, so

$$\omega g=qk_z\,g+V\left(f_{\mathbf k-\mathbf q/2}-f_{\mathbf k+\mathbf q/2}\right).$$

Multiply by $k_z^j$, integrate over $\mathbf k$ and include spin:

$$M_j=2\int\!\frac{d^3k}{(2\pi)^3}k_z^j\,g,\qquad \omega M_j=qM_{j+1}+VS_j .$$

Shifting the integration variable separately in the two occupations gives the source

$$S_j=n\left\langle\left(k_z+\frac q2\right)^j-\left(k_z-\frac q2\right)^j\right\rangle .$$

For even $j$ the difference is odd in $k_z$ and its average vanishes. For odd $j$,

$$S_1=nq,\quad S_3=n\left(3\langle k_z^2\rangle q+\frac{q^3}{4}\right),\quad S_5=5n\langle k_z^4\rangle q+O(q^3).$$

The moment $M_0$ is the density amplitude $n_q$, $M_1$ is the current and $M_2$ is the momentum flux. The first two equations express continuity and the balance of momentum:

$$\omega M_0=qM_1,\qquad \omega M_1=qM_2+nqV.$$

Multiply the first by $\omega$, insert the second, and use $V=4\pi M_0/q^2$:

$$\omega^2=\omega_p^2+q^2\frac{M_2}{M_0}.$$

No small-$q$ expansion has been made here. Within the mean-field model, the whole departure from $\omega_p^2$ comes from the momentum flux that accompanies the density wave.

The flux follows from the next equations. Since $S_2=S_4=0$, we have $M_2=qM_3/\omega$ and $M_4=qM_5/\omega$, so

$$M_3=\frac{VS_3}{\omega}+\frac{q^2}{\omega^2}M_5,\qquad M_5=\frac{VS_5}{\omega}\left[1+O(q^2)\right].$$

The correction to $M_5$ is of relative order $q^2$ because $S_6=0$ as well. Substitution, again with $V/M_0=4\pi/q^2$, gives

$$\frac{M_2}{M_0}=\frac{\omega_p^2}{\omega^2}\left[3\langle k_z^2\rangle+\frac{q^2}{4}+\frac{5\langle k_z^4\rangle q^2}{\omega^2}\right]+O(q^4).$$

To the order needed, the prefactor is $\omega_p^2/\omega^2=1-3\langle k_z^2\rangle q^2/\omega_p^2$. Hence

$$\omega^2=\omega_p^2+3\langle k_z^2\rangle q^2+\left[\frac14+\frac{5\langle k_z^4\rangle-9\langle k_z^2\rangle^2}{\omega_p^2}\right]q^4+O(q^6).$$

The Fermi-sphere averages turn $3\langle k_z^2\rangle$ into $3v_F^2/5$ and the last numerator into $(3/7-9/25)v_F^4$. This is the boxed result.

### What the terms mean

At leading order $M_2=(3/5)v_F^2M_0$. A gas kept in local equilibrium would respond differently. Its pressure is $P=n\langle k_z^2\rangle=nk_F^2/5$, which is proportional to $n^{5/3}$, so $dP/dn=v_F^2/3$. The larger factor $3/5$ arises because the mean-field equation has no collisions to share the momentum flux among the three directions. Free motion does not restore equilibrium either: since $qv_F\ll\omega$ at small $q$, an electron crosses only a small part of a wavelength in one period.

The number $1/4$ is a recoil effect. To isolate it, imagine a distribution with every particle at $\mathbf k=0$, which real electrons cannot have. Then $\Delta=q^2/2$ for all particles, $\chi_0=nq^2/(\omega^2-q^4/4)$, and the plasmon condition gives $\omega^2=\omega_p^2+q^4/4$ without further terms. The $v_F^4/\omega_p^2$ part comes from the spread of velocities and survives when recoil is neglected.

## What each derivation assumes

Both derivations assume parabolic electron energies, a linear response, and a potential that is the electrostatic average. They differ in what they require of the momentum distribution and in what they reveal.

The first solves for the response of each state and then expands. It uses the sharp limit of the Fermi sphere, which bounds $|\Delta|$. In return it gives a definite range of convergence at fixed $\omega$ and shows that the root above the continuum is unique. It does not show that the final series in $q$, with $\omega$ eliminated, converges over the same range.

The second needs a distribution symmetric in $k_z$, finite moments, and higher moments small enough to be dropped. It shows which conservation laws fix $\omega_p$ and where the dispersion originates, but a finite set of moments does not locate the continuum. If the distribution had a tail of arbitrarily fast electrons, some would satisfy $\omega=qk_z$, and the neglect of resonant electrons would need a separate justification.

Neither derivation includes exchange and correlation in the response. Suppose they weaken the interaction to $(4\pi/q^2)(1-\lambda q^2)$ at small $q$, with constant $\lambda$. Then $\omega_p^2$ is replaced by $\omega_p^2(1-\lambda q^2)$, and the quadratic coefficient becomes $3v_F^2/5-\lambda\omega_p^2$. The value $3/5$ therefore belongs to the RPA.

## The frequency itself

Taking the square root with $\sqrt{1+x}=1+x/2-x^2/8+\cdots$ gives

$$\omega=\omega_p+\frac{A}{2\omega_p}q^2+\left(\frac{B}{2\omega_p}-\frac{A^2}{8\omega_p^3}\right)q^4+O(q^6).$$

In the last bracket the velocity part is $(6/175-9/200)v_F^4/\omega_p^3=-3v_F^4/(280\omega_p^3)$, so

$$\omega=\omega_p+\frac{3v_F^2}{10\omega_p}q^2+\left[\frac1{8\omega_p}-\frac{3v_F^4}{280\omega_p^3}\right]q^4+O(q^6).$$

While $B$ is positive at every density, this quartic coefficient can have either sign. Let $r_s$ be the radius of a sphere holding one electron. Then $v_F\propto1/r_s$ and $\omega_p^2=3/r_s^3$, so $v_F^4/\omega_p^2\propto1/r_s$ and the negative part wins at high density. The sign changes at $r_s=0.388$ bohr.

## A model gas with $r_s=2$ bohr

Here $\omega_p^2=3/8=0.375$ hartree², so $\omega_p=0.6124$ hartree, or 16.66 eV. With $v_F=0.9596$ atomic units, the coefficients in atomic units are

$$A=0.6\,(0.9596)^2=0.5525,\qquad B=0.2500+0.1550=0.4050 .$$

At $q=0.3$ bohr⁻¹ the sum, in hartree², is

$$\omega^2=0.375000+0.049723+0.003281=0.428004,$$

which gives $\omega=0.6542$ hartree. The numerical root of the full RPA condition is 0.6545 hartree, or 17.81 eV. Relative to that root, the quadratic formula is 0.43% low and the quartic formula 0.04% low. Setting $\omega=\omega_p$ throughout the right-hand side would have given $B=1.219$ and $\omega=0.6592$ hartree, which is farther from the root than the quadratic formula.

Frequencies in hartree at three wave numbers are:

| $q$ (bohr⁻¹) | RPA root | quadratic | quartic |
|---|---|---|---|
| 0.1 | 0.6169 | 0.6169 | 0.6169 |
| 0.4 | 0.6899 | 0.6807 | 0.6883 |
| 0.6 | 0.8106 | 0.7576 | 0.7914 |

At $q=0.6$ bohr⁻¹ the quadratic formula is 6.5% low and the quartic formula 2.4% low. The omitted terms are no longer small there. The root itself meets the continuum at $q=0.700$ bohr⁻¹ and $\omega=0.916$ hartree. Beyond that point the wave can excite single electron–hole pairs, and an expansion with a real frequency contains no such damping. The numerical output gives the remaining wave numbers and the coefficients found at other densities.

## Computed values

```
rs = 2.0 bohr
density n = 0.029842 bohr^-3
kF = vF = 0.959579 atomic units
wp = 0.612372 hartree = 16.664 eV
wp^2 = 0.375000 hartree^2
A, coefficient of q^2 in w^2 = 0.552475 atomic units
B, coefficient of q^4 in w^2 = 0.405037 atomic units
  part of B from vF^4/wp^2 = 0.155037 atomic units
  wrong B from setting w = wp = 1.218981 atomic units
coefficient of q^2 in w = 0.451094 atomic units
coefficient of q^4 in w = 0.164566 atomic units
q^4 coefficient of w vanishes at rs = 0.3876 bohr
at q = 0.3 bohr^-1: A q^2 = 0.049723 hartree^2
at q = 0.3 bohr^-1: B q^4 = 0.003281 hartree^2
at q = 0.3 bohr^-1: numerical RPA w = 0.654497 hartree = 17.810 eV
q (bohr^-1); w in hartree: numerical RPA, quadratic, quartic; edge
0.1  0.616900  0.616867  0.616900  0.100958
0.2  0.630696  0.630158  0.630672  0.211916
0.3  0.654497  0.651708  0.654220  0.332874
0.4  0.689883  0.680732  0.688306  0.463832
0.5  0.739934  0.716323  0.733780  0.604790
0.6  0.810577  0.757556  0.791444  0.755747
plasmon meets continuum at q = 0.69957 bohr^-1
frequency there = 0.91600 hartree
rs (bohr); B from roots, B formula; q^4 coeff. of w: roots, formula
0.2  1.80037  1.80037  -0.006055  -0.006055
1.0  0.56007  0.56007  0.044197  0.044197
2.0  0.40504  0.40504  0.164565  0.164566
5.0  0.31201  0.31201  0.744324  0.744324
chi0 at q = 0.4, w = 0.7: k-grid sum 0.012265, sphere integral 0.012265 atomic units
observed order of chi0 remainder = 8.024 (power of q)
observed error orders in w^2: quadratic 4.012, quartic 6.010 (powers of q)
```
